# Quantum and classical energy-gap fluctuations of a displaced harmonic mode

**The system**

A molecule in an organic semiconductor film gains or loses a charge. One effective vibrational coordinate $q$, with mass $m$, responds. Its Hamiltonians before and after the change of charge are

$$H_i=\frac{p^2}{2m}+\frac12 m\omega^2q^2,$$

$$H_f=\Delta E+\frac{p^2}{2m}+\frac12 m\omega^2(q-d)^2 .$$

The mass and frequency are the same in both states; the equilibrium position moves by $d$, and the minimum of the potential energy moves by $\Delta E$. The energy gap is the operator $U=H_f-H_i$, and the reorganization energy is $\lambda=\frac12m\omega^2d^2$. Unless stated otherwise, averages $\langle\cdots\rangle$ are taken in thermal equilibrium under $H_i$ at temperature $T$. Boltzmann's constant is $k$. No electromagnetic quantity appears, so the choice of electrical units does not matter.

Use the round model parameters $\hbar\omega=0.1$ eV, $\lambda=0.1$ eV, $m=6$ u, $\Delta E=1$ eV and $T=300$ K, for which $kT=0.025852$ eV.

## (a) The gap as a coordinate

**Question.** Express $U$ through $q$. Find its mean in equilibrium before and after the change of charge, and reduce its variance to $\langle q^2\rangle$.

**Answer.** The kinetic energies cancel because the mass is unchanged. Expanding the square gives

$$U=\Delta E+\frac12m\omega^2(q^2-2qd+d^2)-\frac12m\omega^2q^2 .$$

The terms in $q^2$ cancel because the frequency is unchanged, which leaves

$$U=\Delta E+\lambda-gq,\qquad g=m\omega^2d .$$

Before the change, the potential is even in $q$, so $\langle q\rangle=0$ and the mean gap is $\Delta E+\lambda=1.1$ eV. In equilibrium under $H_f$ the mean position is $d$. Since $gd=m\omega^2d^2=2\lambda$, the mean gap there is $\Delta E+\lambda-2\lambda=\Delta E-\lambda=0.9$ eV.

A constant does not contribute to a variance, so

$$\mathrm{Var}(U)=g^2\langle q^2\rangle .$$

The coefficient can be written as $g^2=(m\omega^2)(m\omega^2d^2)=2\lambda m\omega^2$. Therefore

$$\mathrm{Var}(U)=2\lambda\,m\omega^2\langle q^2\rangle .$$

This holds for classical and quantum averages alike. They differ in $\langle q^2\rangle$.

The displacement follows from the definition of $\lambda$: $d=\sqrt{2\lambda/(m\omega^2)}=0.118$ Å. It belongs to a collective coordinate and should not be read as the change of one bond length.

## (b) The classical variance

**Question.** Evaluate the variance with classical statistics.

**Answer.** The momentum integral cancels between numerator and denominator of the Boltzmann average. With $a=m\omega^2/(2kT)$,

$$\langle q^2\rangle_{\rm cl}=\frac{\int q^2e^{-aq^2}\,dq}{\int e^{-aq^2}\,dq},$$

where both integrals run over the whole line. Since $qe^{-aq^2}=-\frac{1}{2a}\frac{d}{dq}e^{-aq^2}$, integration by parts gives

$$\int q^2e^{-aq^2}\,dq=\frac1{2a}\int e^{-aq^2}\,dq ;$$

the boundary term vanishes. Hence $\langle q^2\rangle_{\rm cl}=1/(2a)=kT/(m\omega^2)$, and

$$\mathrm{Var}_{\rm cl}(U)=2\lambda kT .$$

The numerical value is $2(0.1)(0.025852)=0.00517$ eV$^2$, an rms width of $0.0719$ eV. At fixed $\lambda$ the frequency has dropped out.

## (c) The quantum variance

**Question.** Repeat the calculation with quantum statistics.

**Answer.** Let $|n\rangle$ be an eigenstate of $H_i$ with energy $E_n=\hbar\omega(n+\frac12)$. The expectation value of $[qp,H_i]$ in this state is zero, since $H_i$ can act to either side and give the same $E_n$. The commutators $[p,H_i]=-i\hbar m\omega^2q$ and $[q,H_i]=i\hbar p/m$ give

$$[qp,H_i]=q[p,H_i]+[q,H_i]p=i\hbar\left(\frac{p^2}{m}-m\omega^2q^2\right).$$

Thus $\langle n|p^2/m|n\rangle=m\omega^2\langle n|q^2|n\rangle$: the kinetic and potential energies have equal means. Their sum is

$$E_n=m\omega^2\langle n|q^2|n\rangle .$$

After thermal averaging, $m\omega^2\langle q^2\rangle=\hbar\omega(\bar n+\frac12)$, where $\bar n$ is the mean occupation. Put $r=e^{-\hbar\omega/kT}$. The zero-point energy cancels from the normalized populations, which are proportional to $r^n$. The geometric series and its derivative are

$$\sum_{n=0}^{\infty}r^n=\frac1{1-r},\qquad \sum_{n=0}^{\infty}nr^n=r\frac{d}{dr}\frac1{1-r}=\frac r{(1-r)^2}.$$

Their quotient is

$$\bar n=\frac r{1-r}=\frac1{e^{\hbar\omega/kT}-1}.$$

Adding one half and multiplying numerator and denominator by $r^{-1/2}$ gives

$$\bar n+\frac12=\frac{1+r}{2(1-r)}=\frac12\coth\frac{\hbar\omega}{2kT}.$$

With the result of (a),

$$\mathrm{Var}_{\rm q}(U)=2\lambda\hbar\omega\left(\bar n+\frac12\right)=\lambda\hbar\omega\coth\frac{\hbar\omega}{2kT}.$$

The hyperbolic cotangent is 1.0427 here, so the variance is $(0.1)(0.1)(1.0427)=0.01043$ eV$^2$ and the rms width is $0.1021$ eV. The width can also be read from the motion: $g=2\lambda/d=0.2/0.118=1.69$ eV/Å, and the rms position spread is $0.0603$ Å; their product is $0.102$ eV.

## (d) The ratio and its limits

**Question.** Show that the quantum variance is about 2.02 times the classical one, with $\lambda$, $\omega$ and $T$ held the same. Examine high and low temperatures.

**Answer.** Define $y=\hbar\omega/(2kT)$. Division gives

$$R=\frac{\lambda\hbar\omega\coth y}{2\lambda kT}=y\coth y .$$

The displacement, mass and reorganization energy have cancelled; the ratio depends only on $\hbar\omega/kT$. For the given mode,

$$y=\frac{0.1}{2(0.025852)}=1.934,\qquad R=1.934\times1.0427=2.017\simeq2.02 .$$

The rms widths differ by the smaller factor $\sqrt R=1.42$.

For high temperature, $y\ll1$, expand the two hyperbolic functions:

$$R=y\frac{\cosh y}{\sinh y}=\frac{1+y^2/2+\cdots}{1+y^2/6+\cdots}=1+\frac{y^2}{3}+\cdots .$$

The classical result is recovered when $kT$ is large compared with $\hbar\omega$. The first correction is not adequate for the present mode: it gives $2.25$, about 11% above the full $R$.

For low temperature, use $\coth y=1+2\bar n$, which follows from (c). Then $R=y+2y\bar n$, and $\bar n$ vanishes exponentially as $T\to0$. Thus $R$ approaches $y=\hbar\omega/(2kT)$ and grows without limit. The quantum variance stays finite in this limit; the classical variance in the denominator goes to zero.

Between the limits, the derivative is

$$\frac{dR}{dy}=\coth y-\frac{y}{\sinh^2y}=\frac{\frac12\sinh2y-y}{\sinh^2y}>0 ,$$

because $\sinh2y>2y$ for $y>0$. At fixed frequency the ratio therefore falls steadily on heating: it is 2.37 at 250 K, 1.78 at 350 K and 1.62 at 400 K.

## (e) Where the excess comes from

**Question.** Separate zero-point and thermal contributions. What temperature would a classical mode need to have the quantum variance found at 300 K?

**Answer.** The form $2\lambda\hbar\omega(\bar n+\frac12)$ splits into

$$\mathrm{Var}_{\rm q}(U)=\lambda\hbar\omega+2\lambda\hbar\omega\,\bar n .$$

The first term is the variance in the vibrational ground state, $0.0100$ eV$^2$. With $\bar n=0.0213$ the second is $0.00043$ eV$^2$. Zero-point motion supplies about 96% of the total.

The thermal part is far below the classical variance, $0.00517$ eV$^2$. Classical statistics thus omits the zero-point motion and overestimates the thermal excitation of this stiff mode. Adding $\lambda\hbar\omega$ to the classical variance would give $0.0152$ eV$^2$, which is too large.

A classical mode at $T_{\rm eff}$ has variance $2\lambda kT_{\rm eff}$. Equating this to $2\lambda kTR$ gives $T_{\rm eff}=RT=605$ K. This is a measure of the variance, not a temperature of the molecule, and it must be recalculated if $T$ changes.

## (f) The vibrational line

**Question.** Sudden transitions take the molecule from the levels of $H_i$ to those of $H_f$. The electronic coupling is independent of $q$, and each transition is weighted by its squared vibrational overlap and initial population. Find the variance and third central moment of the transition energy.

**Answer.** Let $|f\rangle$ be an eigenstate of $H_f$ with energy $E_f$, and let $\bar U=\Delta E+\lambda$. For an initial state $|n\rangle$, completeness of the final states gives

$$\sum_f|\langle f|n\rangle|^2(E_f-E_n-\bar U)^s=\langle n|(H_f-E_n-\bar U)^s|n\rangle .$$

Write $\delta U=U-\bar U=-gq$. The operator in brackets is $A=H_i-E_n+\delta U$, and $A|n\rangle=\delta U|n\rangle$.

For $s=1$ the result is $\langle n|\delta U|n\rangle=0$ by parity, so $\bar U$ is the mean transition energy. For $s=2$, one factor $A$ acts to each side and gives $\langle n|\delta U^2|n\rangle$. After thermal averaging the line has the variance found in (c), $0.01043$ eV$^2$.

For $s=3$ one factor remains in the middle:

$$\langle n|A^3|n\rangle=\langle n|\delta U^3|n\rangle+\langle n|\delta U(H_i-E_n)\delta U|n\rangle .$$

The first term is odd in $q$ and vanishes. In the second, $(H_i-E_n)\delta U|n\rangle=[H_i,\delta U]|n\rangle$. The commutator is

$$[H_i,\delta U]=-g\left[\frac{p^2}{2m},q\right]=\frac{i\hbar g}{m}p .$$

The second term is therefore $-(i\hbar g^2/m)\langle n|qp|n\rangle$. Since $|n\rangle$ can be chosen real, $\langle n|qp|n\rangle$ is imaginary. Its complex conjugate is $\langle n|pq|n\rangle$, and $qp-pq=i\hbar$; hence $\langle n|qp|n\rangle=i\hbar/2$. The third central moment is

$$\frac{\hbar^2g^2}{2m}=\frac{\hbar^2(2\lambda m\omega^2)}{2m}=\lambda(\hbar\omega)^2=0.0010\ {\rm eV}^3 .$$

Dividing by the $3/2$ power of the variance gives a skewness of 0.94. The distribution of $U$ itself is symmetric about its mean, since $U$ is linear in $q$ and the position density is even. The line shares its variance but has a longer tail towards high transition energy. A symmetric curve with the correct quantum variance is therefore still not the correct line shape.

## (g) Surroundings and disorder

**Question.** Add, separately, (i) an independent soft mode with quantum 5 meV and reorganization energy 0.1 eV, and (ii) static site disorder of 0.1 eV rms, independent of the vibration. Find the ratio of the total variances in each case. Relate the model to a real film.

**Answer.** Independent contributions have zero covariance, so their variances add.

(i) Each mode has classical variance $2\lambda_jkT$ and quantum variance $2\lambda_jkTR_j$. The common factor cancels:

$$R_{\rm total}=\frac{\lambda_1R_1+\lambda_2R_2}{\lambda_1+\lambda_2}.$$

The soft mode has $R_2=1.003$ and is nearly classical. With equal reorganization energies, $R_{\rm total}=(2.017+1.003)/2=1.51$.

(ii) Disorder adds $(0.1)^2=0.01$ eV$^2$ to both variances:

$$R_{\rm total}=\frac{0.01043+0.01000}{0.00517+0.01000}=1.35 .$$

This describes the spread over many sites. The thermal fluctuation at one site keeps the ratio 2.02.

For a conjugated molecule, a reorganization energy of order 0.1 eV is a rough typical size (larger for the smallest molecules), as is disorder near 0.1 eV in a strongly disordered film. The quantum of 0.1 eV is a round model value on the low side: much of the reorganization energy of such a molecule sits in carbon-carbon stretches near 0.15 to 0.2 eV, so its intramolecular ratio can exceed 3. An offset of 1 eV is large for a hop between like molecules: with independent site energies and this disorder, two sites differ by $\sqrt2\,(0.1)=0.14$ eV rms. The ratio 1.35 refers to charging one site; a hop carries a disorder variance of $0.02$ eV$^2$, which gives 1.21 if $\lambda=0.1$ eV is the total for the pair. In the model the offset shifts the mean gap and leaves the variance unchanged. A real molecule spreads its reorganization energy over several modes. If these are harmonic and charging changes neither their frequencies nor their directions, the ratio is the average of the $R_j$ weighted by $\lambda_j$; otherwise this average can be far off. For two modes of 0.17 and 0.02 eV, each with $\lambda_j=0.1$ eV in the final state, rotating the final-state modes by $5^\circ$ in one sense lowers the ratio from 2.17 to 1.63, because the soft initial mode picks up part of the force of the stiff one. Stiffer modes raise this average: a carbon-carbon stretch with a quantum near 0.17 eV has $R_j=3.3$ at 300 K. A film adds soft motion and disorder, which lower the ratio: for the sizes above, it moves from 2.02 to 1.51 with the soft mode, and to 1.35 with the disorder.

## (h) Unequal and anharmonic curves

**Question.** With $d$ held fixed, numerical diagonalization and Boltzmann integration give the following at 300 K. The Morse curves have the original curvature at the minimum, well depth $D=5$ eV, and the same shape in both states.

| Change | Quantum variance (eV$^2$) | Ratio |
|---|---|---|
| Final frequency × 0.95 | 0.00851 | 2.018 |
| Final frequency × 1.05 | 0.01269 | 2.018 |
| Morse, shift $+d$ | 0.01603 | 2.030 |
| Morse, shift $-d$ | 0.00688 | 2.035 |

Explain why the variance changes much more than the ratio.

**Answer.** The variance is governed mainly by the squared slope of $U$ near $q=0$. That slope multiplies the quantum and classical variances equally.

If the final frequency is $s\omega$, the slope is $-s^2g$, and its square changes by $s^4$. This factor is 0.815 for $s=0.95$ and 1.216 for $s=1.05$, giving $0.00849$ and $0.01267$ eV$^2$. The small remainder comes from the term in $q^2$ that no longer cancels.

For the Morse potential $V(q)=D(1-e^{-bq})^2$, the curvature condition is $2Db^2=m\omega^2$, so $bd=\sqrt{\lambda/D}=0.141$. The slope of $V(q-d)-V(q)$ at $q=0$, divided by the harmonic slope $-2Db^2d$, is

$$\frac{e^{bd}(e^{bd}-1)}{bd}=1.24 .$$

Its square is 1.53, close to the computed increase of 54% over the harmonic variance. Replacing $d$ by $-d$ gives a slope factor 0.81 and a square of 0.66, in line with the computed decrease of 34%. The estimate is good to a few percent only: at the mean position in the Morse well, 0.0066 Å, the squared slope factors are 1.46 and 0.62, and other corrections of similar size offset this shift.

The anharmonicity parameter $\hbar\omega/(4D)$ is 0.5%, yet the variance changes strongly because the displaced curve is sampled away from its minimum. For these parameters the ratio is robust to the changes of curve shape in the table, while the absolute width depends on the shape of the potential.

## Calculated quantities

```
vibrational quantum: 0.100 eV
reorganization energy: 0.100 eV
effective mass: 6.0 u
temperature: 300 K
energy offset: 1.00 eV
thermal energy kT: 0.025852 eV
displacement d: 0.1180 angstrom
rms quantum position spread: 0.0603 angstrom
y = hw/(2kT): 1.9341 (no unit)
coth(y): 1.0427 (no unit)
mean occupation: 0.02134 (no unit)
mean gap, initial state: 1.1000 eV
mean gap, final state: 0.9000 eV
quantum gap variance: 0.010427 eV^2
classical gap variance: 0.005170 eV^2
variance ratio from grid: 2.0166 (no unit)
variance ratio from formula: 2.0166 (no unit)
quantum rms gap width: 0.1021 eV
classical rms gap width: 0.0719 eV
ratio of rms widths: 1.4201 (no unit)
zero-point part of variance: 0.010000 eV^2
thermal part of variance: 0.000427 eV^2
zero-point share: 95.91 percent
effective temperature: 605.0 K
small-y estimate 1+y^2/3: 2.2469 (no unit)
spectrum variance from overlaps: 0.010427 eV^2
spectrum third central moment: 0.001000 eV^3
spectrum skewness: 0.939 (no unit)
variance ratio at 250 K: 2.3661 (no unit)
variance ratio at 350 K: 1.7827 (no unit)
variance ratio at 400 K: 1.6193 (no unit)
final frequency x 0.95: quantum 0.008506, classical 0.004214 eV^2
  variance ratio: 2.0182 (no unit)
final frequency x 1.05: quantum 0.012688, classical 0.006288 eV^2
  variance ratio: 2.0178 (no unit)
Morse anharmonicity: 0.5 percent
Morse well depth: 5.00 eV
Morse, shift +1 d: quantum 0.016027, classical 0.007896 eV^2
  variance ratio: 2.0299 (no unit)
Morse, shift -1 d: quantum 0.006879, classical 0.003380 eV^2
  variance ratio: 2.0353 (no unit)
soft mode: quantum 0.005 eV, reorganization 0.10 eV
soft mode alone, variance ratio: 1.0031 (no unit)
both modes, variance ratio: 1.5099 (no unit)
static disorder, rms: 0.10 eV
mode plus disorder, variance ratio: 1.3465 (no unit)
```
